# Why a contact dipole cannot pin the barrier of an end-contacted nanotube: verification in Python

```python
"""
Result under test: charge bound at the end contact of ONE nanotube gives a
potential that dies as p/z^2, so it cannot shift the distant band level, while
the same charge in a laterally extended array gives a constant (pinning) step.

Symbols (energies eV, lengths nm, charge in e):
  z        distance from a flat grounded metal      radius   tube radius
  offset   bare midgap level minus Fermi level      phi      potential, phi(0)=0
  hv       hbar times band velocity                 half_gap half the band gap
  dos      metal-induced gap states per eV and nm at the contact
  decay    decay length of their density            alpha    wall polarizability
  p        dipole of the tube charge plus its image = 2 * integral(charge * z)
The midgap level in the tube is offset - phi(z), measured from the Fermi level.
"""
import numpy as np
from scipy import constants as const, sparse
from scipy.integrate import quad
from scipy.special import ellipe, ellipkm1, i0

e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e9      # eV nm
kT = const.k * 300.0 / const.e                         # eV
radius, hopping, bond, wall_gap = 0.7, 2.7, 0.142, 0.34
offset, degeneracy = 0.10, 4
hv = 1.5 * bond * hopping
half_gap = hv / (3 * radius)
dos = degeneracy / (np.pi * hv)
decay = hv / (2 * half_gap)
alpha = degeneracy * e2 * hv / (6 * np.pi * half_gap**2)   # nm^2
area = np.sqrt(3) / 2 * (2 * radius + wall_gap)**2


# ---------- dipole ring: closed form against a sum over point charges ----------
def ring_dipole(z):
    """Potential per unit dipole and unit e2, on the tube wall."""
    s = z**2 + 4 * radius**2
    return 2 * ellipe(4 * radius**2 / s) / (np.pi * z * np.sqrt(s))


def ring_exponent(z):
    return -np.log(ring_dipole(1.001 * z) / ring_dipole(z / 1.001)) / (
        2 * np.log(1.001))


angles = 2 * np.pi * (np.arange(4000) + 0.5) / 4000
chord2 = (2 * radius * np.sin(angles / 2))**2
gap = 1e-3
for z in (0.2, 0.7, 3.0, 20.0):
    direct = np.mean(1 / np.sqrt((z - gap / 2)**2 + chord2)
                     - 1 / np.sqrt((z + gap / 2)**2 + chord2)) / gap
    assert abs(direct / ring_dipole(z) - 1) < 1e-4
exp_near, exp_mid, exp_far = [ring_exponent(f * radius) for f in (0.01, 1, 100)]
assert abs(exp_near - 1) < 0.01 and abs(exp_far - 2) < 0.01

# ---------- finite patch of dipoles: lattice sum against the disk formula ------
spacing = 2 * radius + wall_gap
patch_radius = 50.0
n1, n2 = np.meshgrid(np.arange(-80, 81), np.arange(-80, 81))
rho2 = spacing**2 * (n1**2 + n1 * n2 + n2**2)
rho2 = rho2[rho2 < patch_radius**2]
patch = {}
for z in (5.0, 50.0, 1000.0):
    lattice_sum = np.sum(z / (z**2 + rho2)**1.5)
    disk = 2 * np.pi / area * (1 - z / np.hypot(z, patch_radius))
    assert abs(lattice_sum / disk - 1) < 0.02      # ragged edge of the patch
    patch[z] = lattice_sum / (2 * np.pi / area)


# ---------- gap states and polarizability tested on a dimerized chain ----------
def chain(sites, dimer):
    """Open chain, hoppings 1+dimer, 1-dimer, ..., first and last bond strong."""
    bonds = 1 + dimer * (-1.0)**np.arange(sites - 1)
    return np.diag(bonds, 1) + np.diag(bonds, -1)


dimer = 0.02                       # chain: velocity 2, half gap 2*dimer
for energy in (0.0, dimer):
    ham = chain(800, dimer).astype(complex)
    ham[0, 0] += (energy - 1j * np.sqrt(4 - energy**2)) / 2    # uniform metal lead
    green = np.linalg.inv(energy * np.eye(800) - ham)
    local_dos = -np.diag(green).imag / np.pi
    pair_mean = local_dos.reshape(-1, 2).mean(axis=1)
    distance = 2 * np.arange(1, 401) - 1.0
    kappa = np.sqrt((2 * dimer)**2 - energy**2) / 2
    law = np.exp(-2 * kappa * distance) / (2 * np.pi)
    assert np.max(np.abs(pair_mean[:40] / law[:40] - 1)) < 0.05  # lattice, O(dimer)


def chain_polarizability(sites, dimer):
    levels, states = np.linalg.eigh(chain(sites, dimer))
    half = sites // 2
    x = np.arange(sites) - (sites - 1) / 2
    moment = states[:, :half].T @ (x[:, None] * states[:, half:])
    return 2 * np.sum(moment**2 / (levels[None, half:] - levels[:half, None]))


alpha_chain = (chain_polarizability(600, 0.05)
               - chain_polarizability(400, 0.05)) / 200
alpha_law = 2 / (6 * np.pi * 0.1**2)
assert abs(alpha_chain / alpha_law - 1) < 0.03


# ---------- single tube: ring charges and images on a uniform grid -------------
def ring_kernel(u):
    """Mean inverse distance between a wall point and a ring at axial distance u."""
    s = u**2 + 4 * radius**2
    return 2 / np.pi * ellipkm1(u**2 / s) / np.sqrt(s)


def build_kernel(h, length):
    n = int(round(length / h))
    nodes, weights = np.polynomial.legendre.leggauss(200)
    x, w = (nodes + 1) / 2, weights / 2
    sine = np.sin(np.pi / 2 * x**3)
    edges = (np.arange(2 * n + 2) - 0.5) * h
    primitive = np.arcsinh(edges[:, None] / (2 * radius * sine)) @ (3 * x**2 * w)
    cell = np.diff(primitive)
    i = np.arange(n)
    matrix = e2 * (cell[np.abs(i[:, None] - i)] - cell[i[:, None] + i + 1])
    return (i + 0.5) * h, matrix


def solve_tube(z, kernel, density, polarizability):
    """Self-consistent phi and the dipole of gap-state charge plus image."""
    h, n = z[1] - z[0], len(z)
    system = np.eye(n) + kernel * density[None, :]
    if polarizability > 0:
        main = np.full(n, -2.0)
        main[0], main[-1] = -3.0, -1.0      # phi=0 on metal; no current off the end
        lap = sparse.diags([np.ones(n - 1), main, np.ones(n - 1)], [-1, 0, 1],
                           format="csr") / h**2
        system -= polarizability / e2 * (lap @ kernel).T
    phi = np.linalg.solve(system, kernel @ (density * offset))
    return phi, 2 * h * np.sum(density * (offset - phi) * z)


z, kernel = build_kernel(0.05, 100.0)
probe = 40
numeric = (kernel @ np.exp(-z / decay))[probe]


def integrand(s):
    return e2 * np.exp(-s / decay) * (ring_kernel(z[probe] - s)
                                      - ring_kernel(z[probe] + s))


reference = (quad(integrand, 0, z[probe], limit=200)[0]
             + quad(integrand, z[probe], 30, limit=200)[0])
assert abs(numeric / reference - 1) < 2e-3

density = dos * np.exp(-z / decay)
phi_frozen, p_frozen = solve_tube(z, kernel, density, 0.0)
phi_polar, p_polar = solve_tube(z, kernel, density, alpha)
z_far = 70.0
tail_frozen = np.interp(z_far, z, phi_frozen) * z_far**2 / (e2 * p_frozen)
tail_polar = np.interp(z_far, z, phi_polar) * z_far**2 / (e2 * p_polar)
assert abs(tail_frozen - 1) < 0.005
assert abs(tail_polar - 1) < 0.05          # next order is about alpha*log/z^2

z_coarse, kernel_coarse = build_kernel(0.1, 100.0)
phi_coarse, _ = solve_tube(z_coarse, kernel_coarse,
                           dos * np.exp(-z_coarse / decay), alpha)
assert abs(phi_coarse.max() / phi_polar.max() - 1) < 0.02

phi_strong, _ = solve_tube(z, kernel, 10 * density, 0.0)
shifted = np.where(z > 0.2, dos * np.exp(-(z - 0.2) / decay), 0.0)
phi_shifted, _ = solve_tube(z, kernel, shifted, 0.0)
decay_long = decay / np.sqrt(1 - (offset / half_gap)**2)
phi_long, _ = solve_tube(z, kernel, dos * np.exp(-z / decay_long), 0.0)
for phi in (phi_frozen, phi_polar, phi_strong, phi_shifted, phi_long):
    assert np.interp(50.0, z, phi) < 0.02 * offset


# ---------- dense array: Bessel result against the planar integral equation ----
def array_argument(eps):
    return 2 * decay * np.sqrt(4 * np.pi * e2 * dos / (area * eps))


def array_phi(distance, eps):
    x = array_argument(eps)
    return offset * (1 - i0(x * np.exp(-distance / (2 * decay))) / i0(x))


eps_array = 1 + 4 * np.pi * alpha / area
pinning = {}
hp = 0.015
zp = (np.arange(1000) + 0.5) * hp
for eps in (1.0, eps_array):
    planar = 4 * np.pi * e2 / (area * eps) * np.minimum(zp[:, None], zp) * hp
    dens = dos * np.exp(-zp / decay)
    phi_p = np.linalg.solve(np.eye(1000) + planar * dens, planar @ (dens * offset))
    pinning[eps] = 1 / i0(array_argument(eps))
    assert abs((offset - phi_p[-1]) / offset / pinning[eps] - 1) < 0.03


# ---------- hole transport through the hump (two-band wave equation) -----------
def transmission(phi, depth):
    """Probability at energy 'depth' below the distant valence edge."""
    cut = z < 50.0
    h = z[1] - z[0]
    energy = offset - half_gap - depth
    far = energy - offset
    upper = np.ones_like(depth, dtype=complex)
    lower = (far + np.sqrt(far**2 - half_gap**2)) / half_gap + 0j
    flux = np.abs(upper)**2 - np.abs(lower)**2
    for level in (offset - phi[cut])[::-1]:
        eps = energy - level
        kap = np.sqrt((half_gap**2 - eps**2) / hv**2 + 1e-13j)
        c, s = np.cosh(kap * h), np.sinh(kap * h) / kap
        a, b = 1j * eps / hv, 1j * half_gap / hv
        upper, lower = ((c - s * a) * upper + s * b * lower,
                        (c + s * a) * lower - s * b * upper)
    assert np.max(np.abs((np.abs(upper)**2 - np.abs(lower)**2) / flux - 1)) < 1e-5
    return flux / np.abs(upper)**2


nodes, weights = np.polynomial.legendre.leggauss(300)
root = (nodes + 1) / 2 * np.sqrt(15 * kT)
depth = root**2
measure = weights * root * np.sqrt(15 * kT)
thermal = 1 / (4 * kT * np.cosh((offset - half_gap - depth) / (2 * kT))**2)
t_flat = transmission(np.zeros_like(z), depth)
spinor = (-half_gap - depth + np.sqrt((half_gap + depth)**2 - half_gap**2)) / half_gap
assert np.max(np.abs(t_flat - (1 - spinor**2))) < 1e-5
g_flat = np.sum(measure * thermal * t_flat)
shift, t_at_kT = {}, {}
for name, phi, eps in (("frozen", phi_frozen, 1.0), ("polar", phi_polar, eps_array)):
    g_hump = np.sum(measure * thermal * transmission(phi, depth))
    shift[name] = kT * np.log(g_flat / g_hump)
    t_at_kT[name] = transmission(phi, np.array([kT]))[0]
    assert shift[name] < offset * (1 - pinning[eps])

# ---------- sizes of neglected effects ----------------------------------------
def net_holes(k):
    band = np.hypot(half_gap, hv * k)
    return 1 / (np.exp((band - offset) / kT) + 1) - 1 / (
        np.exp((band + offset) / kT) + 1)


hole_density = degeneracy / np.pi * quad(net_holes, 0, 6)[0]
carrier_shift = np.max(kernel @ np.full(len(z), hole_density))


def image_energy(distance):
    return 0.5 * e2 * ring_kernel(2 * distance)


peak_f, peak_p = z[np.argmax(phi_frozen)], z[np.argmax(phi_polar)]
barrier = half_gap - offset

print(f"tube radius {radius:.2f} nm; hopping {hopping:.2f} eV; bond {bond:.3f} nm")
print(f"temperature 300 K: kT = {kT:.5f} eV; e^2 = {e2:.4f} eV nm")
print(f"hbar*velocity = {hv:.4f} eV nm; band gap = {2*half_gap:.4f} eV")
print(f"bare midgap minus Fermi level = {offset:.3f} eV")
print(f"gap states at contact = {dos:.3f} per eV nm; decay = {decay:.3f} nm")
print(f"wall polarizability = {alpha:.3f} nm^2")
print(f"array: wall gap {wall_gap:.2f} nm, area per tube {area:.3f} nm^2")
print(f"array dielectric constant, polarizable walls = {eps_array:.2f}")
print(f"ring decay exponent at z/R=0.01, 1, 100: "
      f"{exp_near:.3f}, {exp_mid:.3f}, {exp_far:.3f}")
print(f"patch of {len(rho2)} dipoles, radius {patch_radius:.0f} nm, phi/full step:")
for d, value in patch.items():
    print(f"  z = {d:.0f} nm: {value:.5f}")
print("phi in eV: tube frozen, tube polarizable, array frozen, array polarizable")
for d in (0.5, 1.0, 2.0, 5.0, 10.0, 20.0, 50.0):
    print(f"  z = {d:4.1f} nm: {np.interp(d, z, phi_frozen):.5f} "
          f"{np.interp(d, z, phi_polar):.5f} {array_phi(d, 1.0):.5f} "
          f"{array_phi(d, eps_array):.5f}")
print(f"hump, frozen: {phi_frozen.max():.4f} eV at {peak_f:.2f} nm")
print(f"hump, polarizable: {phi_polar.max():.4f} eV at {peak_p:.2f} nm")
print(f"dipole with image: frozen {p_frozen:.4f}, polarizable {p_polar:.4f} e nm")
print(f"phi*z^2/p at {z_far:.0f} nm: frozen {tail_frozen:.4f}, "
      f"polarizable {tail_polar:.4f}")
print(f"array pinning factor: frozen {pinning[1.0]:.5f}, "
      f"polarizable {pinning[eps_array]:.4f}")
print(f"distant hole barrier, single tube = {barrier:.4f} eV")
print(f"distant hole barrier, array: frozen "
      f"{half_gap-offset*pinning[1.0]:.4f}, polarizable "
      f"{half_gap-offset*pinning[eps_array]:.4f} eV")
print(f"hole transmission kT below edge: no hump {1-((-half_gap-kT+np.sqrt((half_gap+kT)**2-half_gap**2))/half_gap)**2:.3f}, "
      f"frozen {t_at_kT['frozen']:.3f}, polarizable {t_at_kT['polar']:.3f}")
print(f"effective barrier increase by hump: frozen {shift['frozen']:.4f}, "
      f"polarizable {shift['polar']:.4f} eV")
print("frozen-wall variants: hump maximum, phi at 10 nm, phi at 50 nm (eV)")
for name, phi in (("ten times the gap states", phi_strong),
                  ("image plane 0.2 nm behind tube end", phi_shifted),
                  (f"decay length {decay_long:.3f} nm", phi_long)):
    print(f"  {name}: {phi.max():.4f} {np.interp(10, z, phi):.5f} "
          f"{np.interp(50, z, phi):.6f}")
print(f"net thermal holes far away = {hole_density:.3e} per nm")
print(f"their largest first-order shift, 100 nm tube = {carrier_shift:.4f} eV")
print(f"carrier image attraction (unscreened): at frozen hump "
      f"{image_energy(peak_f):.4f} eV, at 10 nm {image_energy(10.0):.4f} eV")
print("every check passed")
```

Running it gives:

```
tube radius 0.70 nm; hopping 2.70 eV; bond 0.142 nm
temperature 300 K: kT = 0.02585 eV; e^2 = 1.4400 eV nm
hbar*velocity = 0.5751 eV nm; band gap = 0.5477 eV
bare midgap minus Fermi level = 0.100 eV
gap states at contact = 2.214 per eV nm; decay = 1.050 nm
wall polarizability = 2.343 nm^2
array: wall gap 0.34 nm, area per tube 2.622 nm^2
array dielectric constant, polarizable walls = 12.23
ring decay exponent at z/R=0.01, 1, 100: 1.000, 1.017, 1.999
patch of 3001 dipoles, radius 50 nm, phi/full step:
  z = 5 nm: 0.90059
  z = 50 nm: 0.29322
  z = 1000 nm: 0.00125
phi in eV: tube frozen, tube polarizable, array frozen, array polarizable
  z =  0.5 nm: 0.06612 0.02455 0.08012 0.02982
  z =  1.0 nm: 0.06849 0.03453 0.09428 0.04519
  z =  2.0 nm: 0.05706 0.03763 0.09892 0.05852
  z =  5.0 nm: 0.01845 0.02194 0.09978 0.06548
  z = 10.0 nm: 0.00370 0.00757 0.09981 0.06588
  z = 20.0 nm: 0.00084 0.00167 0.09981 0.06588
  z = 50.0 nm: 0.00013 0.00021 0.09981 0.06588
hump, frozen: 0.0689 eV at 0.83 nm
hump, polarizable: 0.0380 eV at 1.73 nm
dipole with image: frozen 0.2293, polarizable 0.3334 e nm
phi*z^2/p at 70 nm: frozen 1.0017, polarizable 1.0445
array pinning factor: frozen 0.00192, polarizable 0.3412
distant hole barrier, single tube = 0.1739 eV
distant hole barrier, array: frozen 0.2737, polarizable 0.2397 eV
hole transmission kT below edge: no hump 0.578, frozen 0.209, polarizable 0.232
effective barrier increase by hump: frozen 0.0245, polarizable 0.0218 eV
frozen-wall variants: hump maximum, phi at 10 nm, phi at 50 nm (eV)
  ten times the gap states: 0.0963 0.01081 0.000339
  image plane 0.2 nm behind tube end: 0.0723 0.00410 0.000146
  decay length 1.128 nm: 0.0703 0.00430 0.000150
net thermal holes far away = 2.895e-04 per nm
their largest first-order shift, 100 nm tube = 0.0037 eV
carrier image attraction (unscreened): at frozen hump 0.3793 eV, at 10 nm 0.0360 eV
every check passed
```
